# Linear-parabolic oxide growth from a slow-diffusion layer near the interface, part 1

(Sections cited here and not found follow in the second part.)

## First half: from the diffusion equation to the growth law

When silicon oxidizes in dry oxygen, oxygen molecules dissolve at the outer surface of the oxide, diffuse through it and react where it meets the silicon. The oxide therefore grows at its inner boundary. In the Watanabe–Tatsumura–Ohdomari picture the reaction itself offers no resistance, but the oxide close to the interface transmits oxidant less readily than the oxide further out. This problem asks what growth law follows, and over which range of thickness.

The problem is one-dimensional. The oxide has thickness \(X(t)\), with \(X=0\) at \(t=0\), and \(z\) is the distance from the interface into the oxide, so that \(z=X\) is the outer surface. One neutral oxidant species has concentration \(c(z,t)\) and diffusivity \(D(z)\). Its solubility is the same throughout the oxide, so a gradient of \(c\) is the whole driving force. The gas keeps \(c=C^*\) at \(z=X\). The reaction is infinitely fast, which sets \(c=0\) at \(z=0\). Forming a unit volume of oxide consumes \(N\) oxidant molecules.

The diffusivity depends on distance from the interface and not on time. An element of oxide thus starts with the low diffusivity of the interface region and acquires a higher one as newer oxide separates it from the silicon. Far from the interface \(D\) tends to a constant \(D_b\). Two abbreviations will be used:

\[
\rho(z)=\frac{D_b}{D(z)},\qquad P(X)=\int_0^X\rho(z)\,dz .
\]

The function \(\rho\) is the local diffusion resistance relative to that of distant oxide, and \(P(X)\) is the thickness of distant oxide that would have the same resistance as the actual film.

### (a) The moving-boundary problem

**Write the diffusion equation in the frame of the interface, and the condition that fixes the growth rate.**

**Solution.** New oxide appears at \(z=0\) and pushes the older oxide outward. The oxide is taken to keep its volume once formed, so every element of it moves at the same speed, \(\dot X=dX/dt\), in the direction of increasing \(z\). Dissolved oxidant is carried along. The flux counted positive outward is therefore

\[
j=-D\frac{\partial c}{\partial z}+\dot X c .
\]

Conservation of oxidant, \(\partial c/\partial t=-\partial j/\partial z\), gives

\[
\frac{\partial c}{\partial t}=\frac{\partial}{\partial z}\!\left(D\frac{\partial c}{\partial z}\right)-\dot X\frac{\partial c}{\partial z}.
\]

Here \(\dot X\) comes outside the derivative because it does not depend on \(z\).

The flux arriving at the interface is \(-j(0)\). In unit time a unit area forms a volume \(\dot X\) of oxide and consumes \(N\dot X\) molecules. Since \(c(0,t)=0\), the carried part of the flux vanishes there, and

\[
N\dot X=D(0)\left.\frac{\partial c}{\partial z}\right|_{z=0}.
\]

The concentration rises with \(z\), so the right side is positive and the film thickens. The remaining condition is \(c(X,t)=C^*\).

### (b) The quasi-steady rate and its error

**Find the growth rate when storage and transport of dissolved oxidant by the moving oxide are neglected. Then find the first correction, and bound it when \(D(z)\) nowhere decreases with \(z\).**

**Solution.** Define the inward diffusive flux \(J=D\,\partial c/\partial z\). The equation of part (a) becomes

\[
\frac{\partial J}{\partial z}=\frac{\partial c}{\partial t}+\dot X\frac{\partial c}{\partial z}.
\]

If the right side is neglected, \(J\) has one value \(F\) throughout the film. Then \(\partial c/\partial z=F/D=F\rho/D_b\), and integration from \(c(0)=0\) gives \(c(z)=FP(z)/D_b\). The outer condition fixes \(F\):

\[
F=\frac{D_bC^*}{P(X)},\qquad c(z)=C^*\frac{P(z)}{P(X)},\qquad
\dot X=\frac{F}{N}=\frac{D_bC^*}{N\,P(X)} .
\]

The last expression is the quasi-steady rate. Slices of oxide act as resistances in series, and their sum limits the flux.

For the correction, integrate the equation for \(J\) from the interface, where \(J(0)=N\dot X\) and \(c=0\):

\[
J(z)=N\dot X+\int_0^z\frac{\partial c}{\partial t}\,dz'+\dot X c(z).
\]

The concentration difference across the film is \(C^*=\int_0^X (J/D)\,dz\). Multiplying by \(D_b\) gives

\[
D_bC^*=N\dot X P(X)+\int_0^X\!\rho(z)\int_0^z\frac{\partial c}{\partial t}\,dz'\,dz+\dot X\int_0^X\!\rho\,c\,dz .
\]

The last two terms are small, so the quasi-steady profile may be used in them. Since \(\rho=dP/dz\), the third term is

\[
\dot X\frac{C^*}{P(X)}\int_0^X P\frac{dP}{dz}\,dz=\frac12\dot XC^*P(X).
\]

In the second term, \(c\) at fixed \(z\) changes because \(P(X)\) grows at the rate \(\rho(X)\dot X\):

\[
\frac{\partial c}{\partial t}=-C^*\frac{P(z)\,\rho(X)\,\dot X}{P(X)^2}.
\]

Collecting the terms and dividing out \(N\dot XP(X)\) gives, to first order in \(\varepsilon=C^*/N\),

\[
D_bC^*=N\dot XP(X)\left[1+\varepsilon\left(\tfrac12-s\right)\right],
\]
\[
s=\frac{\rho(X)}{P(X)^3}\int_0^X\rho(z)\int_0^zP(z')\,dz'\,dz .
\]

The bracket is the factor by which the rate is reduced relative to the quasi-steady rate.

Now let \(D\) be non-decreasing, so that \(\rho(X)\le\rho(z')\) for every \(z'\) in the film. Then

\[
\rho(X)\int_0^zP(z')\,dz'\le\int_0^z\rho(z')P(z')\,dz'=\tfrac12P(z)^2 .
\]

Inserting this bound in \(s\), and using \(\int_0^X\rho P^2dz=P(X)^3/3\), gives \(0\le s\le1/6\). The fractional slowing therefore lies between \(\varepsilon/3\) and \(\varepsilon/2\) at this order. Uniform diffusivity has \(P=z\) and \(s=1/6\), which is the lower end.

The equation of part (a) was also solved numerically with storage and motion retained, for a smooth profile whose diffusivity at the interface is a tenth of \(D_b\). The start was a linear concentration profile in a thin film. The growth time exceeded the quasi-steady time by 0.83% for \(\varepsilon=0.02\) and by 1.66% for \(\varepsilon=0.04\). The third digits in the numerical output (0.828% and 1.657%) are not converged and rise by about 0.005 percentage points when the discretization is refined. Both excesses are about \(0.42\,\varepsilon\), inside the derived range. The adjustment of the starting profile contributes less than 0.001 percentage points.

The smallness of \(\varepsilon\) also justifies treating the profile as adjusted to the current thickness. A film of thickness \(X\) and resistance \(P(X)/D_b\) fills with oxidant in a time of order \(XP(X)/D_b\) or less, while it grows appreciably in a time \(X/\dot X=XP(X)/(\varepsilon D_b)\). The ratio of these times is of order \(\varepsilon\) or less. The quasi-steady rate is used from here on.

### (c) Thickness and time for any profile

**Integrate the rate to obtain the time needed to reach thickness \(X\), as a single integral over \(\rho\).**

**Solution.** Introduce

\[
B=\frac{2D_bC^*}{N},\qquad\text{so that}\qquad \frac{dX}{dt}=\frac{B}{2P(X)} .
\]

Separating variables and starting from \(X=0\) gives

\[
Bt=2\int_0^XP(X')\,dX'=2\int_0^X dX'\int_0^{X'}\rho(z)\,dz .
\]

The double integral covers the triangle \(0<z<X'<X\). If the integration over \(X'\) is done first, then for given \(z\) it runs from \(z\) to \(X\) and gives a factor \(X-z\). Hence

\[
Bt=2\int_0^X(X-z)\,\rho(z)\,dz .
\]

The factor \(X-z\) has a direct meaning. Resistance at distance \(z\) from the interface is absent until the film is thicker than \(z\), and it then delays all later growth, from thickness \(z\) to \(X\). For uniform diffusivity \(\rho=1\), the integral is \(X^2/2\), and the parabolic law \(X^2=Bt\) is recovered.

### (d) The law for a thick film

**Separate the resistance of distant oxide from the excess near the interface. What law holds when \(X\) is large compared with the reach of the excess, and what must be finite for it to hold?**

**Solution.** Write \(\rho=1+(\rho-1)\). The first part contributes \(X^2\), so

\[
Bt=X^2+2\int_0^X(X-z)(\rho-1)\,dz .
\]

Suppose that the following two integrals converge:

\[
A=2\int_0^\infty(\rho-1)\,dz,\qquad M=2\int_0^\infty z(\rho-1)\,dz .
\]

Extend the integral over the excess to infinity and subtract what was added. Over the added range \(X-z\) is negative, so the subtraction appears with a plus sign when written with \(z-X\):

\[
Bt=X^2+AX-M+2\int_X^\infty(z-X)(\rho-1)\,dz .
\]

No approximation has been made in this rearrangement. For an excess that is nowhere negative, the last term is no larger than \(2\int_X^\infty z(\rho-1)\,dz\), which tends to zero because \(M\) is finite. A thick film therefore obeys

\[
X^2+AX=B(t+\tau),\qquad \tau=\frac{M}{B}.
\]

This is a linear-parabolic law, although the reaction has no resistance. The coefficient \(A\) is twice the thickness of distant oxide that would match the excess resistance. Differentiation gives

\[
\frac{dX}{dt}=\frac{B}{2X+A}.
\]

When \(2X\gg A\) the resistance of the growing part dominates and the growth is parabolic. When \(2X\ll A\) the fixed excess dominates and the rate is nearly constant, \(B/A\). This second regime can be seen if the excess has already reached nearly its full value while \(X\) is still much smaller than \(A/2\).

The shift \(\tau\) is positive for a positive excess. The film is ahead of one that would obey the same law from \(X=0\), because the excess resistance was not all present at the start.

### (e) A uniform slow layer

**Let \(D=D_i=D_b/r\), with \(r>1\), for \(z<L\), and \(D=D_b\) for \(z>L\). Find the growth law at every thickness, and state where a linear stage can appear.**

**Solution.** While \(X\le L\), the whole film has the low diffusivity. Then \(\rho=r\) everywhere in it, \(P(X)=rX\), and part (c) gives

\[
Bt=rX^2,\qquad \frac{dX}{dt}=\frac{B}{2rX}.
\]

The first growth is thus parabolic, with the small constant \(B/r\). Thickness \(L\) is reached at \(t_L=rL^2/B\).

For \(X\ge L\) the excess is \(r-1\) over the width \(L\) and zero beyond, so

\[
A=2(r-1)L,\qquad M=2(r-1)\frac{L^2}{2}=(r-1)L^2 .
\]

The remainder found in part (d) vanishes, since there is no excess beyond \(X\). The linear-parabolic law then holds without further approximation within the quasi-steady model:

\[
X^2+2(r-1)LX=Bt+(r-1)L^2,\qquad X\ge L .
\]

At \(X=L\) it gives \(Bt=L^2+2(r-1)L^2-(r-1)L^2=rL^2\), so the two stages join at \(t_L\). The rates join as well, because \(2L+A=2rL\).

A nearly constant rate requires \(X\ll A/2=(r-1)L\), while the law itself requires \(X\ge L\). A linear stage therefore occupies \(L<X\ll(r-1)L\), and it exists if \(r\gg1\). It does not extend down to bare silicon. Its rate constant is

\[
\frac BA=\frac{D_bC^*}{N(r-1)L}=\frac{r}{r-1}\,\frac{D_iC^*}{NL}.
\]

For \(r\gg1\) this is the growth rate sustained by the oxidant that crosses the slow layer when nearly the full concentration \(C^*\) stands at its outer edge. The layer keeps its width because the oxide leaving it is replaced by new oxide at the interface.

## Second half: numbers, interpretation and limits

The symbols carried over are these. The film thickness is \(X\), and \(z\) is measured from the interface. The oxidant has concentration \(C^*\) at the outer surface and zero at the interface, \(N\) molecules are consumed per volume of oxide, and \(\varepsilon=C^*/N\). With \(\rho=D_b/D(z)\) and \(P(X)=\int_0^X\rho\,dz\), the quasi-steady rate is \(dX/dt=B/[2P(X)]\), where \(B=2D_bC^*/N\). For an excess resistance of limited reach, thick films obey

\[
X^2+AX=Bt+M,\quad A=2\!\int_0^\infty\!(\rho-1)\,dz,\quad M=2\!\int_0^\infty\! z(\rho-1)\,dz,
\]

and the time shift is \(\tau=M/B\). A uniform layer of width \(L\) and diffusivity \(D_i=D_b/r\) has \(A=2(r-1)L\) and \(M=(r-1)L^2\). The law then holds for \(X\ge L\), and \(X^2=Bt/r\) holds below \(L\).

### (f) A worked example

**Take \(D_b=5\times10^5\) nm²/s, \(r=50\), \(L=1\) nm, \(C^*=5\times10^{16}\) cm⁻³ and \(N=2\times10^{22}\) cm⁻³. Find the constants of the law, and judge how wide the linear stage is.**

**Solution.** These are round model parameters. The concentration ratio is \(\varepsilon=5\times10^{16}/(2\times10^{22})=2.5\times10^{-6}\). By part (b), the quasi-steady treatment then misjudges the rate by about one part in a million. The constants are

\[
B=2(5\times10^5)(2.5\times10^{-6})=2.5\ \text{nm}^2/\text{s},
\]
\[
A=2(49)(1)=98\ \text{nm},\qquad \frac BA=\frac{2.5}{98}=0.0255\ \text{nm/s},
\]
\[
t_L=\frac{50}{2.5}=20\ \text{s},\qquad M=49\ \text{nm}^2,\qquad \tau=\frac{49}{2.5}=19.6\ \text{s}.
\]

In micrometres and hours, \(B=0.0090\) µm²/h and \(B/A=0.092\) µm/h. A layer 1 nm wide has produced a characteristic length \(A\) of about 100 nm, because its resistance is magnified by \(r\).

Times and rates at several thicknesses are:

| \(X\) (nm) | \(t\) (s) | \(dX/dt\) (nm/s) |
|---:|---:|---:|
| 0.2 | 0.8 | 0.1250 |
| 1 | 20.0 | 0.0250 |
| 2 | 60.4 | 0.0245 |
| 5 | 186.4 | 0.0231 |
| 10 | 412.4 | 0.0212 |
| 49 | 2861.6 | 0.0128 |
| 500 | 119580 | 0.0023 |

For \(X\ge L\) the rate falls short of \(B/A\) by the fraction

\[
1-\frac{A}{2X+A}=\frac{2X}{2X+A}.
\]

At 2 nm this is \(4/102\), or 4%. At 5 nm it is \(10/108\), or 9%, and at 10 nm it is \(20/118\), or 17%. At \(X=A/2=49\) nm the rate has halved. If a departure of 10% is accepted, the linear stage extends from 1 nm to a little over 5 nm. Even with \(r=50\) it is short.

A width of 1 nm is not much larger than a molecule, so a continuous \(D(z)\) inside the layer is a coarse description. The rate at \(X\ge L\) is less sensitive to this weakness, since it depends on the layer through its total resistance \(L/D_i\) and not on how that resistance is distributed.

A slow layer at the interface gives a linear-parabolic law without any reaction resistance, though in the example the linear stage extends only from 1 nm to a little over 5 nm if a 10% departure is accepted. What remains is to interpret the thickness extrapolated to zero time, compare the layer with a slow reaction, examine finite reaction rates and activation energies, and find when the law fails.

Numbers in the example were calculated in double precision.
